# Topping Depolarization of Upright Polarizable Dipoles on a Square Lattice, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the field at one molecule

### The result and its conventions

Identical molecules stand upright on a metal and form a square lattice of spacing $a$, so that their number per unit area is $n=1/a^2$. An isolated adsorbed molecule has the dipole moment $p_0$ along the surface normal. In the layer, every molecule has a smaller moment $p$, and the work function of the metal changes by

$$
\Delta\Phi=-\frac{e\,n\,p}{\varepsilon_0}
=-\frac{e\,n\,p_0}{\varepsilon_0\left(1+S\alpha' n^{3/2}\right)},
\qquad S=9.03 .
$$

This is the Topping formula. The length $\alpha'^{1/3}$ measures how easily the molecule is polarized along the normal: the polarizability in SI units is $\alpha=4\pi\varepsilon_0\alpha'$, and $\alpha'$ is a volume. The number $S$ is a sum over the square lattice,

$$
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
$$

The $z$ axis points from the metal into the vacuum. A moment is positive when its positive end points outward, and a positive moment lowers the work function. The elementary charge $e$ is positive. The moment $p$ belongs to the adsorbate alone, including any charge displaced when its bond to the metal forms, but without the image that the metal adds.

Four assumptions define the model. The molecules are point dipoles. They respond linearly to a field. The lattice remains square and perfectly ordered at every density, so that it expands uniformly as $n$ falls. Finally, a molecule is polarized by the direct field of its neighbours, while the fields of image dipoles are left out of the polarization. The size of this last omission is found in the second half.

### The field of the neighbours

A dipole $p$ at the origin, directed along $z$, has the potential

$$
\phi=\frac{p}{4\pi\varepsilon_0}\,\frac{z}{(\rho^2+z^2)^{3/2}},
$$

where $\rho$ is the distance from the axis. The normal component of its field is

$$
E_z=-\frac{\partial\phi}{\partial z}
=-\frac{p}{4\pi\varepsilon_0}\left[\frac{1}{(\rho^2+z^2)^{3/2}}-\frac{3z^2}{(\rho^2+z^2)^{5/2}}\right]
=\frac{p}{4\pi\varepsilon_0}\,\frac{2z^2-\rho^2}{(\rho^2+z^2)^{5/2}} .
$$

A neighbour lies in the same plane, at $z=0$, where this becomes

$$
E_z=-\frac{p}{4\pi\varepsilon_0\,\rho^3}.
$$

The minus sign is the origin of depolarization. Field lines leave the positive upper end of a dipole and return to its lower end, so beside the dipole they run downward. The component along the plane is proportional to $z$ and vanishes at $z=0$. Upright neighbours therefore do not polarize each other sideways, although they do repel each other.

The neighbour at lattice position $(i,j)$ is at the distance $\rho=a\sqrt{i^2+j^2}$. If all moments are equal, the field at one molecule from all the others is

$$
E_{\rm loc}=-\frac{p}{4\pi\varepsilon_0a^3}
\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}
=-\frac{S\,p}{4\pi\varepsilon_0a^3}.
$$

### The number 9.03

The four nearest neighbours contribute 4 to $S$. The remainder comes from more distant molecules, and it converges slowly: the number of sites in a ring grows as $r$ while each term falls as $r^{-3}$, so what is missing beyond a radius $R$ falls only as $1/R$.

The missing part can be estimated by an integral, because there is one site per unit area when $a=1$. Suppose the sum includes all sites with $|i|,|j|\le N$. Their unit cells fill a square of half-side $W=N+\tfrac12$. In the direction $\theta$, within one eighth of the plane, the edge is at the radius $W/\cos\theta$. The integral outside the square is therefore

$$
8\int_0^{\pi/4}d\theta\int_{W/\cos\theta}^{\infty}\frac{r\,dr}{r^3}
=8\int_0^{\pi/4}\frac{\cos\theta}{W}\,d\theta
=\frac{4\sqrt2}{W}.
$$

For $N=10$ the finite sum is 8.4954 and the tail is 0.5387, giving 9.0341.

A second form converges much faster. For $r>0$, the definition of the gamma function and $\Gamma(3/2)=\sqrt\pi/2$ give

$$
\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt
=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}
=\frac{1}{2\pi r^3}.
$$

Define $\Theta(t)=\sum_{i,j}e^{-\pi(i^2+j^2)t}$, with the origin included. Summing the integral over all sites except the origin yields

$$
\frac{S}{2\pi}=\int_0^\infty t^{1/2}\,[\Theta(t)-1]\,dt .
$$

The integrand is easy at large $t$, where a few terms of $\Theta$ suffice. For small $t$ we need another form. The function $\sum_i e^{-\pi(x+i)^2t}$ has period 1 in $x$. Its Fourier coefficients are

$$
\int_{-\infty}^{\infty}e^{-\pi x^2t}e^{-2\pi imx}\,dx=t^{-1/2}e^{-\pi m^2/t},
$$

where the $i$ in the exponent is the imaginary unit. Setting $x=0$ in the Fourier series gives $\sum_i e^{-\pi i^2t}=t^{-1/2}\sum_m e^{-\pi m^2/t}$, with $i$ again an integer. The function $\Theta$ is the square of this one-dimensional sum, hence $\Theta(t)=\Theta(1/t)/t$.

On the interval from 0 to 1 we therefore write

$$
\Theta(t)-1=\frac{\Theta(1/t)-1}{t}+\frac1t-1 .
$$

The last two terms integrate to

$$
\int_0^1\left(t^{-1/2}-t^{1/2}\right)dt=2-\frac23=\frac43 .
$$

In the first term put $s=1/t$, so that $dt=-ds/s^2$ and $t^{-1/2}=s^{1/2}$. It becomes $\int_1^\infty s^{-3/2}[\Theta(s)-1]\,ds$. Adding the part of the original integral from 1 to infinity gives

$$
S=2\pi\left[\frac43+\sum_{(i,j)\neq(0,0)}\int_1^\infty
\left(t^{1/2}+t^{-3/2}\right)e^{-\pi(i^2+j^2)t}\,dt\right].
$$

The four sites with $i^2+j^2=1$ together contribute 0.102153 to the bracket. The four with $i^2+j^2=2$ contribute 0.002257, and the next four $2.15\times10^{-6}$. Thus

$$
S=2\pi\,(1.333333+0.102153+0.002257+0.000002)=9.0336 .
$$

The direct sum with $N=600$ and its tail gives the same 9.033622 as the fast form.

### Closing the loop

The molecule responds to the local field according to $p=p_0+\alpha E_{\rm loc}$. Inserting the field and $\alpha=4\pi\varepsilon_0\alpha'$,

$$
p=p_0-\frac{S\alpha'}{a^3}\,p .
$$

The moment appears on both sides because the field that weakens a dipole is produced by dipoles that have themselves been weakened. Collecting the terms in $p$ gives

$$
p=\frac{p_0}{1+u},\qquad u=\frac{S\alpha'}{a^3}=S\alpha' n^{3/2}.
$$

The last equality uses $a=n^{-1/2}$. The exponent $3/2$ thus has two sources: the dipole field falls as the inverse cube of distance, and distance in a uniformly expanding layer scales as $n^{-1/2}$.

This can be tested without assuming equal moments. Take fixed sites with spacing 0.3536 nm, and fill all of them, half of them in a checkerboard, or a quarter of them in every second row and column. Each pattern is again a square lattice, with the site spacing multiplied by 1, $\sqrt2$ and 2. For $\alpha'=0.0022$ nm³, solving the separate equations of all molecules in a periodically repeated cell of $24\times24$ sites gives $p/p_0=0.6898$, 0.8628 and 0.9468. The formula gives the same values to these digits.

### From moment to work function

The potential far from the layer, compared with $a$, is the average over a lattice cell. Averaging the potential of all dipoles over one cell is the same as integrating the potential of one dipole over the whole plane and multiplying by $n$:

$$
\bar\phi(z)=\frac{np}{4\pi\varepsilon_0}\int_0^\infty\frac{2\pi\rho z\,d\rho}{(\rho^2+z^2)^{3/2}}
=\frac{np}{2\varepsilon_0}\,\frac{z}{|z|},
$$

since the integral of $\rho/(\rho^2+z^2)^{3/2}$ is $1/|z|$. The averaged potential is constant on either side, so there is no average field outside the layer. The remaining lateral ripple obeys Laplace's equation. A component with lateral wavevector $G$ decays as $e^{-G|z|}$, and the smallest nonzero $G$ is $2\pi/a$. The ripple is negligible a few spacings away.

The metal adds an image. A charge $q$ at height $z$ has the image $-q$ at $-z$. For an upright dipole both the order and the signs of its two charges are reversed, so its image is also upright and has the same moment. Above both sheets, each contributes $+np/(2\varepsilon_0)$. Between the metal surface and the real sheet, the image contributes $+np/(2\varepsilon_0)$ and the real sheet contributes $-np/(2\varepsilon_0)$. The averaged potential is thus zero at the metal and $np/\varepsilon_0$ outside.

An electron has charge $-e$, so its energy just outside is lowered by $enp/\varepsilon_0$. This gives $\Delta\Phi=-enp/\varepsilon_0$ and, with $p=p_0/(1+u)$, the stated result. If a moment is instead quoted with its image included, it equals $2p$, and the step must then be written with $2\varepsilon_0$ in the denominator.

### Why the change is sublinear

Without polarizability the magnitude $|\Delta\Phi|$ would be proportional to $n$. With it, every added molecule contributes its own moment but also weakens all the others. For positive $p_0$, write $|\Delta\Phi|=An/(1+u)$ with $A=ep_0/\varepsilon_0$. Because $u\propto n^{3/2}$, we have $du/dn=3u/(2n)$, and

$$
\frac{d|\Delta\Phi|}{dn}
=A\left[\frac{1}{1+u}-\frac{3u/2}{(1+u)^2}\right]
=A\,\frac{1-u/2}{(1+u)^2}.
$$

Multiplying by $n/|\Delta\Phi|=(1+u)/A$ gives the local exponent

$$
\frac{d\ln|\Delta\Phi|}{d\ln n}=\frac{1-u/2}{1+u}
=1-\frac{3u/2}{1+u}.
$$

It is below 1 for every $u>0$, which is the precise meaning of sublinear here. At small $u$, the first departure from the straight line is

$$
|\Delta\Phi|\simeq An\left(1-S\alpha' n^{3/2}\right).
$$

The curve also bends downward over the range of interest. Differentiating the slope once more,

$$
\frac{d^2|\Delta\Phi|}{dn^2}
=A\,\frac{3u}{2n}\,\frac{-\frac12(1+u)-2\left(1-\frac u2\right)}{(1+u)^3}
=A\,\frac{3u}{4n}\,\frac{u-5}{(1+u)^3},
$$

which is negative for $0<u<5$. The slope itself vanishes at $u=2$, where $p=p_0/3$. Whether a layer can reach this formal maximum is a question of stability, which the energy answers.

## Second derivation: the energy of the layer

### Symbols and results carried over

The lattice spacing is $a$, the density is $n=1/a^2$, and $p_0$ and $p$ are the moments of an isolated molecule and of a molecule in the layer, positive outward. The polarizability is $\alpha=4\pi\varepsilon_0\alpha'$, the lattice sum is $S=9.0336$, and $u=S\alpha'/a^3$. The first half found $p=p_0/(1+u)$ and $\Delta\Phi=-enp/\varepsilon_0$ from the field at one molecule. Both are now obtained from energies.

### The moment as a compromise

Consider first two upright dipoles side by side at distance $r$. Each consists of charges $q$ and $-q$ separated vertically by $l$, with $p=ql$. Two pairs of like charges are at distance $r$, and two pairs of unlike charges are at distance $\sqrt{r^2+l^2}$. The interaction energy is

$$
\frac{2q^2}{4\pi\varepsilon_0}\left[\frac1r-\frac{1}{\sqrt{r^2+l^2}}\right]
\simeq\frac{q^2l^2}{4\pi\varepsilon_0r^3}
=\frac{p^2}{4\pi\varepsilon_0r^3}.
$$

The middle step uses $(1+l^2/r^2)^{-1/2}\simeq1-l^2/(2r^2)$, valid for $l\ll r$. The energy is positive because like charges are closer than unlike ones.

Changing the moment of a molecule from $p_0$ to $p$ also costs energy. For a linear molecule this cost is $(p-p_0)^2/(2\alpha)$: in a field $E$ the total $(p-p_0)^2/(2\alpha)-pE$ is smallest at $p=p_0+\alpha E$, which is the definition of $\alpha$.

When all moments are equal, each molecule carries half of its pair energies, since every pair is shared by two molecules. The energy per molecule is

$$
w(p)=\frac{1}{4\pi\varepsilon_0}\left[\frac{(p-p_0)^2}{2\alpha'}+\frac{S\,p^2}{2a^3}\right].
$$

The first term favours the isolated moment and the second favours a small one. Setting the derivative to zero gives

$$
\frac{p-p_0}{\alpha'}+\frac{S\,p}{a^3}=0
\quad\Longrightarrow\quad
p\,(1+u)=p_0 ,
$$

the same moment as before. The energy at the minimum follows from $p-p_0=-up$ and $S/a^3=u/\alpha'$:

$$
w_{\min}=\frac{1}{4\pi\varepsilon_0}\,\frac{(u^2+u)\,p^2}{2\alpha'}
=\frac{1}{4\pi\varepsilon_0}\,\frac{u\,p\,p_0}{2\alpha'}
=\frac{S\,p_0\,p}{8\pi\varepsilon_0a^3}.
$$

This is the repulsion energy per molecule, measured from isolated adsorbed molecules and with image fields left out.

The field at one molecule and the minimum of the layer's energy give the same weakened moment, $p=p_0/(1+u)$, and the field route has also given the work-function change. It remains to obtain the potential step from the energy, to ask whether the formal maximum at $u=2$ can be reached, and to work through an example and the effects the model leaves out.

All numerical values are calculated from the stated model.
